# Avalanche gain and noise with dead spaces from Hayat's renewal equations

A hole enters the high-field layer of a reverse-biased avalanche photodiode. On its way it may free electron–hole pairs, and their carriers may free more. The charge delivered to the circuit therefore varies from one injected hole to the next, and this variation adds noise to the amplified signal. McIntyre's formula gives the noise when a carrier can ionize immediately after birth. In a thin layer this is doubtful: a newborn carrier must first gain the ionization threshold energy from the field, and the distance needed, its dead space, may be a tenth of the layer. How much does the noise change, and how can it be computed reliably?

## Model and conventions

The layer occupies $0<x<w$. Electrons drift towards $+x$, holes towards $-x$. After birth, and again after each ionization, a carrier starts from rest in energy. It covers a dead space, $d_e$ or $d_h$, without ionizing, and thereafter ionizes at a constant rate per length, $\alpha$ for electrons and $\beta$ for holes. These are *enabled* coefficients; the mean ionization paths in an unlimited layer are $d_e+1/\alpha$ and $d_h+1/\beta$. Different carriers' paths are independent. There is no recombination, and the current is too small to alter the field.

The electron path density is
$$h_e(s)=\alpha e^{-\alpha(s-d_e)}\quad(s>d_e),\qquad h_e(s)=0\quad(s<d_e),$$
with cumulative probability $H_e$. The hole quantities $h_h,H_h$ follow with $\beta,d_h$.

Let $Z(x)$ be the total number of carriers, parent included, descended from an electron born at $x$, and $Y(x)$ the same for a hole. Their means are $z,y$ and their mean squares $z_2,y_2$.

A hole injected at $x=w$ that leads to $N$ ionizations gives $Y(w)=1+2N$. A carrier moving through $\Delta x$ induces the charge $q\Delta x/w$ in the circuit. A pair born at $\xi$ contributes $q(w-\xi)/w+q\xi/w=q$, and the injected hole also contributes $q$. The gain is thus
$$G=1+N=\frac{1+Y(w)}2,$$
$$M=\langle G\rangle=\frac{1+y(w)}2,\qquad F=\frac{\langle G^2\rangle}{M^2}=\frac{1+2y(w)+y_2(w)}{4M^2}.$$
For electron injection at $x=0$, replace $y(w),y_2(w)$ by $z(0),z_2(0)$.

## Renewal equations

Follow an electron from $x$ to its first ionization. With probability $1-H_e(w-x)$ it leaves first, and $Z=1$. If it ionizes at $\xi$, two electrons and one hole start afresh there, so $Z=Z_1+Z_2+Y$, all evaluated at $\xi$. Averaging, and treating the hole likewise, gives
$$z(x)=1-H_e(w-x)+\int_x^w(2z+y)(\xi)\,h_e(\xi-x)\,d\xi,$$
$$y(x)=1-H_h(x)+\int_0^x(2y+z)(\xi)\,h_h(x-\xi)\,d\xi.$$

For the second moments, expand the square. Independence turns each mixed average into a product of means:
$$\langle(Z_1+Z_2+Y)^2\rangle=2z_2+y_2+2z^2+4zy.$$
The term $2z^2$ comes from the two electrons, and $4zy$ from the two electron–hole combinations. Since $1^2=1$, the no-ionization term is unchanged:
$$z_2=1-H_e+\int(2z_2+y_2+4zy+2z^2)\,h_e\,d\xi,$$
$$y_2=1-H_h+\int(2y_2+z_2+4zy+2y^2)\,h_h\,d\xi,$$
with the same arguments and limits as before. The unknown second moments enter through the same linear operator as the means. Only the known source differs.

## Discretization

Take $N_c=w/\Delta$ cells with nodes $x_i=i\Delta$, and let both dead spaces be whole numbers of cells. In one cell beyond the dead space write $\xi=x_j+t\Delta$, $q=\alpha\Delta$ (here a pure number), and interpolate the integrand's unknown factor as $(1-t)f_j+tf_{j+1}$. For a carrier that reaches the cell, the right-node weight is, by parts,
$$r(q)=\int_0^1 t\,q e^{-qt}dt=\left[-te^{-qt}\right]_0^1+\int_0^1e^{-qt}dt=\frac{1-e^{-q}}q-e^{-q}.$$
The two weights must sum to the ionization probability $1-e^{-q}$, so the left one is
$$l(q)=1-\frac{1-e^{-q}}q.$$
Multiply both by the probability of surviving all earlier active cells. If the rate varies from cell to cell, this factor is $\exp(-\sum q_c)$ over those cells.

The weights form matrices $K_e,K_h$. They are non-negative, and each row sums to the probability of ionizing before the contact. With $u_1=(z,y)$ and $u_2=(z_2,y_2)$,
$$A=\begin{pmatrix}2K_e&K_e\\K_h&2K_h\end{pmatrix},\qquad b=1-\text{row sums of }(K_e,K_h),$$
$$(I-A)u_1=b,\qquad (I-A)u_2=b+\begin{pmatrix}K_e(4zy+2z^2)\\K_h(4zy+2y^2)\end{pmatrix}.$$

Alignment matters because these weights allow no partly dead cell: rounding an unaligned dead space to the grid shifts it by up to half a cell, an error of order $\Delta$. Alignment also suits the kinks of the solution. Differentiating the electron equation for $x<w-d_e$ gives
$$z'(x)=\alpha\left[z(x)-(2z+y)(x+d_e)\right],$$
while $z=1$ for $x>w-d_e$. The slope just below $w-d_e$ is $-\alpha[1+y(w)]$, and above it is zero. By symmetry $y$ has a kink at $d_h$. With aligned dead spaces both kinks lie on nodes, and linear interpolation has an error of order $\Delta^2$ in every cell. A kink inside a cell would raise the error there to order $\Delta$, but only over a width $\Delta$; with exact weights for partly dead cells the result would still converge as $\Delta^2$.

```
function PATHS(rate[0..Nc-1], d, D):
    m = d/D                       # must be an integer
    K = zeros(Nc+1, Nc+1)
    for i = 0 .. Nc-m:
        S = 1
        for c = i+m .. Nc-1:
            q = rate[c]*D
            K[i,c]   += S*l(q)
            K[i,c+1] += S*r(q)
            S *= exp(-q)
    return K

Ke = PATHS(alpha, d_e, D)
Kh = PATHS(reversed beta, d_h, D), rows and columns reversed
build A, b;  factor I - A once
u1 = solve(b)
if any entry of u1 is negative: above breakdown, stop
u2 = solve(b + source(u1))
return M, F from the injection-end entries
```

Compute $1-e^{-q}$ with an `expm1` routine, and set both weights to zero when $q=0$.

## Breakdown, iteration and cost

Starting from $u=0$, the iteration $u\leftarrow b+Au$ builds the sum $\sum_n A^nb$. All terms are non-negative, so the iterates rise. They converge if the spectral radius $\rho$ of $A$ is below one.

This also provides the breakdown check. Since $A$ is non-negative, it has a non-negative left eigenvector $v$ with $v^TA=\rho v^T$. Multiplying $(I-A)u_1=b$ by $v^T$ gives
$$(1-\rho)\,v^Tu_1=v^Tb>0,$$
because every entry of $b$ is a positive escape probability. If $\rho<1$, the series shows that $u_1\ge b>0$. If $\rho>1$, then $v^Tu_1<0$, so some entry of $u_1$ is negative. At $\rho=1$ there is no solution. A direct solver will return numbers above breakdown without complaint, but they are not mean gains; the signs reveal this.

For $w=300$ nm and $\Delta=1$ nm the matrix has order $n=602$. Dense factorization costs about $\tfrac23n^3\approx400n^2$ operations, and each further solution about $2n^2$, so the second moment is almost free. In the example below $\rho=0.811$, and iteration needed 97 rounds to bring the largest change under $10^{-8}$. The second moments needed 114 more. With $A$ applied as a full dense matrix, at $2n^2$ operations per round, these 211 rounds cost about as much as the factorization. The structure makes them far cheaper: $Au$ needs only $K_e(2z+y)$ and $K_h(2y+z)$, and for exponential paths each product follows from the recursion $I_j=l f_j+r f_{j+1}+e^{-q}I_{j+1}$, $(Kf)_i=I_{i+m}$ with $m=d/\Delta$, at a cost proportional to $n$ per round. Near breakdown the number of rounds grows as $1/(1-\rho)$, whereas the factorization cost is fixed.

The remaining error of a stopped iteration is not its last change $\epsilon$, but about $\epsilon\rho/(1-\rho)$, the sum of the geometric tail. Here that is $4\times10^{-8}$.

To tune a coefficient to a wanted gain, find the root in $1/M$, which passes smoothly through zero at breakdown where $M$ diverges. Raise the coefficient in modest steps from a low value, so that the first crossing is bracketed. A small error in $1/M$ becomes an error $M^2\delta(1/M)$ in $M$, so high gains require finer grids.

## Zero dead space: McIntyre's formula

Set $d_e=d_h=0$. In the electron equation, differentiating the exponentials returns $\alpha z$, and the lower limit gives $-\alpha(2z+y)$. For holes the signs are reversed. Hence
$$z'=-\alpha(z+y),\qquad y'=\beta(z+y).$$
Let $s=(z+y)/2$, the mean gain of a pair born at $x$, and $\delta=\alpha-\beta$. Then
$$s'=-\delta s,\qquad s(x)=s_0e^{-\delta x}.$$
Since $z(w)=1$, $s(w)=M$. Since $y(0)=1$, $s_0=[1+z(0)]/2$, the gain for electron injection. Integrating $z'$ and $y'$ across the layer gives
$$s_0-1=\alpha\int_0^w s\,dx,\qquad M-1=\beta\int_0^w s\,dx.$$
Their ratio, with $k=\alpha/\beta$, is
$$s_0=kM+1-k.$$
Insert this in $M=s_0e^{-\delta w}=s_0e^{(1-k)\beta w}$ and solve for $M$:
$$M=\frac{1-k}{e^{-(1-k)\beta w}-k}.$$
Breakdown occurs at $\beta w=\ln(1/k)/(1-k)$.

For the noise, use the variances $V_e=z_2-z^2$ and $V_h=y_2-y^2$. Differentiating the second-moment equations gives
$$z_2'=\alpha z_2-\alpha(2z_2+y_2+4zy+2z^2)=-\alpha(z_2+y_2+4zy+2z^2),$$
$$y_2'=-\beta y_2+\beta(2y_2+z_2+4zy+2y^2)=\beta(z_2+y_2+4zy+2y^2).$$
Subtract $(z^2)'=-2\alpha(z^2+zy)$ and $(y^2)'=2\beta(y^2+zy)$. With the pair's mean-square gain $Q=(z_2+y_2+2zy)/4$,
$$V_e'=-4\alpha Q,\qquad V_h'=4\beta Q.$$
Also $4Q=V_e+V_h+4s^2$. Differentiate this and use $s'=-\delta s$:
$$4Q'=-4\delta Q-8\delta s^2,\qquad Q'=-\delta(Q+2s^2).$$
A trial solution $cs^2$ requires $2c=c+2$, so $c=2$. The homogeneous solution is proportional to $e^{-\delta x}$, hence to $s$:
$$Q=2s^2+Bs.$$

To find $B$, note that $V_e(w)=0$ and $V_h(0)=0$, because a carrier born at its exit contact leaves alone. Therefore
$$Q(w)-M^2=\tfrac14V_h(w)=\beta\int_0^wQ\,dx.$$
The left side is $M^2+BM$. For the right side,
$$\int s\,dx=\frac{s_0-M}{\delta},\qquad \int2s^2dx=\frac{s_0^2-M^2}{\delta}=(s_0+M)\int s\,dx,$$
and $\beta\int s\,dx=M-1$, so
$$M^2+BM=(M-1)(s_0+M+B).$$
Collecting $B$ gives $B=(M-1)(s_0+M)-M^2=Ms_0-s_0-M$. The gain variance is $V_h(w)/4=M^2+BM=Ms_0(M-1)$. Thus
$$F=1+\frac{s_0(M-1)}M=1+(kM+1-k)\left(1-\frac1M\right)$$
$$=kM+(1-k)\left(2-\frac1M\right).$$
This is McIntyre's formula. For $k\to1$ it gives $F=M$, with $M=1/(1-\beta w)$; the divisions by $\delta$ are harmless in this limit.

At $M=10$ and $\Delta=1$ nm, the grid gives $F=2.0621$, 3.1151 and 6.7600 for $k=0.02$, 0.15 and 0.60. The formula gives 2.0620, 3.1150 and 6.7600. For $k=0.15$ the absolute errors are $1.5\times10^{-4}$ in $M$ and $8\times10^{-5}$ in $F$, and halving the step from 2 to 1 nm reduces both fourfold.

Injecting electrons into that same layer gives a gain of only $s_0=0.15\times10+0.85=2.35$, yet $F=6.74$. The formula now takes the inverse ratio, $1/0.15=6.67$. Here the more strongly ionizing carrier gives more gain and the smaller excess noise factor. At equal gain the formula always favours it, because $F$ rises with $k$ at the rate $M-2+1/M=(M-1)^2/M$.

## A second limit: one ionizing carrier

The zero-dead-space check cannot reveal a misplaced dead space. Let only electrons ionize, and let $n(L)$ be their mean number after a remaining length $L$:
$$n(L)=1-H_e(L)+2\int_0^L n(L-s)h_e(s)\,ds.$$
In Laplace space, $\hat n=(1-\hat h)/p+2\hat h\hat n$, where $\hat h$ is the transform of $h_e$. Hence
$$\hat n=\frac1p\,\frac{1-\hat h}{1-2\hat h}=\frac1p\left[1+\sum_{j\ge1}2^{j-1}\hat h^j\right].$$
The function with transform $\hat h^j/p$ is the probability that $j$ successive paths fit into $L$. These contain $j$ dead spaces and $j$ exponential lengths, so
$$n(L)=1+\sum_{jd_e<L}2^{j-1}P\left(j,\alpha(L-jd_e)\right),$$
where $P$ is the regularized lower incomplete gamma function. The sum is finite. Each ionization adds one electron, so $n(w)$ is the gain. For $w=300$ nm, $d_e=40$ nm and $\alpha=10^5$ cm$^{-1}$ it gives 4.7837, as does the grid to these digits. Without the dead space the gain would be $e^3=20.1$.

## A thin silicon-carbide layer

Take $w=300$ nm and a field of 3 MV/cm, or 0.3 V/nm, which gives 90 V across the layer. Rough threshold energies of 12 eV for electrons and 9 eV for holes give
$$d_e=\frac{12}{0.3}=40\ \text{nm},\qquad d_h=\frac9{0.3}=30\ \text{nm}.$$
Holes are injected, $k=0.15$, and $\beta$ is tuned to $M=10$. The result is $\beta=8.63\times10^4$ cm$^{-1}$ and $\alpha=1.29\times10^4$ cm$^{-1}$. Without dead spaces, $\beta=5.68\times10^4$ cm$^{-1}$ would suffice at the same $k$, $w$ and $M$.

The excess noise factor is 2.52, against McIntyre's
$$0.15\times10+0.85\times(2-0.1)=3.115.$$
For a primary current $I$ of independent arrivals, the low-frequency current noise density is $M\sqrt{2qIF}$, with $q$ the elementary charge. At 1 nA this is 0.284 pA/√Hz, against 0.316 from McIntyre's formula, a reduction of 10%.

The shape of the path distribution causes this reduction. The mean paths are $30+116=146$ nm for holes and $40+772=812$ nm for electrons, with ratio 0.18. Exponential paths with that ratio would give $F=3.35$ at $M=10$, more than 3.115. The dead space removes the shortest paths and makes the rest more regular relative to their mean: the hole path's standard deviation is 116 nm, 79% of its mean rather than 100%. This spread alone does not fix $F$, which depends on the whole path distribution: gamma-distributed paths with the same relative spreads and the same ratio of means give $F=2.83$ at $M=10$, not 2.52. Nor is the hole alone responsible. At $M=10$ and $k=0.15$ the hole dead space alone gives $F=2.82$ and the electron dead space alone 2.90, although the electron path's standard deviation is still 95% of its mean. Conversely, fitting McIntyre's formula to $F=2.52$ would give $k=0.076$, half the ratio of enabled coefficients. A $k$ fitted to noise in such a layer is therefore not a coefficient ratio.

A direct simulation of 300,000 avalanches gives $M=10.004\pm0.023$ and $F=2.526\pm0.008$ (one standard error), in agreement with the grid. Halving the step to 0.5 nm changes $F$ by $3\times10^{-5}$. Shrinking both dead spaces together, with $M$, $k$ and $w$ fixed, gives:

| $d_e$, $d_h$ (nm) | $F$ |
|---|---|
| 40, 30 | 2.518 |
| 20, 15 | 2.772 |
| 8, 6 | 2.965 |
| 4, 3 | 3.038 |
| 0, 0 | 3.115 |

Linear extrapolation from the two smallest non-zero pairs gives 3.11, so the limit is approached continuously. Even 4 and 3 nm lower $F$ by 2.5%.

At fixed $k$ and dead spaces, breakdown requires $\beta=1.174\times10^5$ cm$^{-1}$, 36% above the working value. There the computed spectral radius is one.

## Real diodes and limits of the result

The example lies in the regime of thin 4H-SiC ultraviolet photodiodes, where holes ionize more readily than electrons and noise fits give an effective $k$ of very roughly 0.1. The model's 0.076 is of that size, but $k$ was chosen and $\beta$ tuned, so this is no prediction. Real layers have non-uniform fields. A background doping of $10^{16}$ cm$^{-3}$ tilts the field by 1.9% across the layer. With both dead spaces kept uniform and rates varying as $\exp(-E_0/E)$, where $E$ is the field and $E_0$ is roughly 22 MV/cm for electrons and 12 MV/cm for holes, $M$ becomes 10.1 or 9.9 and $F$ 2.56 or 2.48, depending on the tilt's direction. Light absorbed inside the layer injects both carriers and requires a different average; that effect is not sized here.

Other errors can be larger:

- **Dead space.** Changing both by −10 or +10 nm, with $M$ retuned to 10, gives $F=2.66$ or 2.41. This is about 0.012 per nm, so at retuned gain, rounding both by half a 1 nm cell costs about 0.006, far more than the aligned grid's error. At fixed coefficients the same rounding also shifts the gain: $M$ changes by about 0.24 and $F$ by about 0.04. If $E_0$ is read as the threshold energy divided by $q\lambda$, with $\lambda$ the free path between phonon collisions (emission or absorption), then $\lambda=12/2.2=5.5$ nm for electrons and $9/1.2=7.5$ nm for holes. Losing one phonon of 0.104 eV per $\lambda$ on a straight path, with the rarer absorptions ignored, takes 6% (electrons) or 5% (holes) of the energy gained from the field; scattering sideways would lengthen the dead space further.
- **Field and temperature.** A field 1% higher raises $M$ to 12.0. Heating from 300 to 423 K at fixed field shortens the free path, taken as $\lambda\propto\tanh(\hbar\omega/2k_BT)$ with the phonon energy $\hbar\omega=0.104$ eV. Then $E_0\propto1/\lambda$ rises by 8%, which lowers $M$ to 4.3. Both estimates hold the dead spaces fixed. The second is also only as good as its phonon model. Since the rates depend on $E_0/E$, restoring $M=10$ with the dead spaces still held fixed would take an 8% higher field, or about 60 mV of bias per kelvin (slightly less if they shrink as the field rises); the measured breakdown drift of a real diode may differ greatly and should be used instead. Whenever the gain has shifted, bias must be reset before noise is compared at equal gain.
- **Tunnelling and space charge.** For a 3.3 eV gap and a mass of 0.3 electron masses, the band-to-band tunnelling exponent is −75 for a triangular barrier and −44 for a parabolic one, negligible in either case; leakage through defects is not covered. For a drift speed of roughly $10^7$ cm/s, carriers of one sign filling the layer would change the field by 1% across it near $9\times10^3$ A/cm². In the avalanche the charges of electrons and holes partly cancel, so the current density needed is higher.

A hard threshold followed by a constant rate remains an idealization. If the ionization probability rises gradually, $h_e$ and $h_h$ can be replaced and the renewal equations stand. If a carrier keeps energy after ionizing, it does not start afresh, and its energy must become a further variable. The injected hole is also taken to enter with no energy. If it arrives already able to ionize, so that its first path has no dead space, $M$ rises to 11.9 at fixed coefficients, and $F$ falls to 2.19 once $M$ is retuned to 10. The full set of values is in the numerical output below.

## Calculated quantities

```
layer width 300 nm, grid step 1.0 nm
field 3.0 MV/cm, voltage 90 V
thresholds: electron 12 eV, hole 9 eV
dead spaces: electron 40.0 nm, hole 30.0 nm
enabled ratio k = alpha/beta = 0.15, target gain 10
zero dead space, hole injection: k, M grid, F grid, F McIntyre
  0.02  10.00021  2.06208  2.06200
  0.15  10.00015  3.11508  3.11500
  0.60  10.00003  6.76003  6.76000
electron injection, k=6.667: M 2.35002, F 6.74492, McIntyre 6.74468
errors at 1 nm: M 1.46e-04, F 7.87e-05
convergence orders: M 2.000, F 2.000
pair second-moment law: largest relative error 1.9e-05
electrons only, alpha 1.0e+05 /cm: M grid 4.78372, exact sum 4.78370
tuned beta 8.6302e+04 /cm, alpha 1.2945e+04 /cm
zero-dead-space beta for the same gain 5.6791e+04 /cm
example: M 10.0000, F 2.5181, McIntyre F 3.1150
k that McIntyre's formula would need for this F: 0.0763
k from mean path lengths 0.1795, its McIntyre F 3.3543
noise at 1 nA primary: 0.2841 pA/sqrt(Hz), McIntyre 0.3159
  step 2.0 nm: M 10.000165, F 2.518239
  step 1.0 nm: M 10.000000, F 2.518130
  step 0.5 nm: M 9.999959, F 2.518103
difference quotients: M 4.000, F 4.000
Monte Carlo, 300000 avalanches: M 10.0042 +- 0.0226, F 2.5258 +- 0.0082
iteration: 97 rounds to 1e-8, rate 0.81139, spectral radius 0.81139
breakdown beta: no dead space 7.4397e+04 /cm, spectral radius 1.000004
breakdown beta: dead spaces 1.1743e+05 /cm, spectral radius 1.000000
beta margin from M=10 to breakdown 36.07 %
shrinking dead spaces at M=10: d_e nm, d_h nm, beta /cm, F
  40  30  8.6302e+04  2.5181
  20  15  6.9436e+04  2.7724
  8  6  6.1436e+04  2.9655
  4  3  5.9050e+04  3.0380
  0  0  5.6791e+04  3.1151
F extrapolated from the two smallest nonzero: 3.1105
rough slopes: electron 22, hole 12 MV/cm
doping 1e+16 /cm3, permittivity 9.7: field tilt 1.87 %
  higher field at hole-entry side: M 10.140, F 2.564
  higher field at far side: M 9.871, F 2.475
field 1 % higher: 1/M 0.0832 (negative means breakdown)
phonon 0.104 eV, 300 to 423 K: path 8.3 % (inverse) change, M 4.308, F 1.709
both dead spaces -10 nm, retuned to M=10: F 2.6579
both dead spaces +10 nm, retuned to M=10: F 2.4090
phonon loss/field gain: electron 6.4 %, hole 4.6 %
tunnelling, gap 3.3 eV, mass 0.3: exponent -74.8
current density for 1 % space-charge field, speed 1e+07 cm/s: 8.59e+03 A/cm2
```
